# Cell size below which macroscopic screening fails: Resta model and image energy

## Problem

Hartree atomic units are used. A rigid spherical test charge $Q$ has the form factor $f(q)=e^{-\sigma^2q^2/2}$, a Gaussian with $\langle r^2\rangle=3\sigma^2$ that becomes a point for $\sigma\to0$. It sits in a homogeneous, static, linear medium in which two unit charges interact through $W(q)=4\pi/(q^2\varepsilon(q))$, with $\varepsilon(0)=\varepsilon_0$. Local fields and ionic relaxation are left out. The charge is repeated on a simple cubic lattice $\mathbf T=L\mathbf n$, cell volume $\Omega=L^3$, and neutralized by a uniform background.

(a) Derive $\varepsilon(q)$ of the Resta model and expand $1/\varepsilon$ at small $q$.
(b) Find the image energy $\Delta E=E_{\rm per}-E_{\rm iso}$, and the power of $L$ at which it departs from the macroscopic result.
(c) For $\varepsilon_0=10$, valence density $r_s=2$ bohr and $Q=1$ (round model parameters), estimate the cell size below which $\varepsilon_0$ alone is not enough.
(d) Relate the correction to the potential far from the charge.
(e) Let the dispersion of $\varepsilon$ have cubic anisotropy. What changes?

## Solution

### (a) The Resta dielectric function

For a gas of density $n=k_F^3/3\pi^2=3/(4\pi r_s^3)$ and $\mu=k_F^2/2$, one has $k_F=(9\pi/4)^{1/3}/r_s$ and $dn/d\mu=k_F/\pi^2$. The Resta model keeps the linearized Thomas–Fermi response inside a radius $R$ around a point charge and sets it to zero outside, where $V=Q/(\varepsilon_0r)$. The induced electron density must vanish at $R$, so $\delta n=(k_F/\pi^2)[V(r)-V(R)]$, and Poisson's equation for $0<r<R$ is

$$\nabla^2V=k_0^2\,[V-V(R)],\qquad k_0^2=4k_F/\pi .$$

The function $\phi=r[V-V(R)]$ obeys $\phi''=k_0^2\phi$, with $\phi(0)=Q$ (bare charge at the origin) and $\phi(R)=0$. Hence $\phi=Q\sinh u/\sinh x$, with $u=k_0(R-r)$ and $x=k_0R$. Continuity of $V$ gives $V(R)=Q/(\varepsilon_0R)$. Continuity of the field requires $V'(R)=\phi'(R)/R=-Qk_0/(R\sinh x)$ to equal $-Q/(\varepsilon_0R^2)$, which fixes $R$:

$$\varepsilon_0=\frac{\sinh x}{x}.$$

The departure from the macroscopic potential is $h(r)=V/Q-1/(\varepsilon_0r)$. Since $1/(\varepsilon_0R)-1/(\varepsilon_0r)=-(R-r)/(\varepsilon_0Rr)=-u/(r\sinh x)$,

$$h(r)=\frac{\sinh u-u}{r\sinh x}\quad(r<R),\qquad h(r)=0\quad(r\ge R),$$

and $h>0$ inside $R$.

The induced charge per unit $Q$ is $\rho_{\rm ind}=-k_0^2\sinh u/(4\pi r\sinh x)$, and $W=4\pi(1+\rho_{\rm ind}(q))/q^2$ means $1/\varepsilon=1+\rho_{\rm ind}(q)$. The radial transform is $\rho_{\rm ind}(q)=-(k_0^2/(q\sinh x))\,I$ with $I=\int_0^R\sinh u\,\sin qr\,dr$. Differentiation shows that $-(k_0\cosh u\sin qr+q\sinh u\cos qr)/(k_0^2+q^2)$ is an antiderivative, so $I=(q\sinh x-k_0\sin qR)/(k_0^2+q^2)$. With $k_0/\sinh x=1/(\varepsilon_0R)$,

$$\frac1{\varepsilon(q)}=\frac{q^2+k_0^2\,\dfrac{\sin qR}{\varepsilon_0\,qR}}{k_0^2+q^2}.$$

At $q^2=-k_0^2$ the numerator is $-k_0^2+k_0^2\sinh x/(\varepsilon_0x)=0$, so the apparent pole cancels and the series in $q^2$ converges everywhere. Dividing numerator and denominator by $k_0^2$ and using $\sin y/y=1-y^2/6+y^4/120-\dots$,

$$\frac1\varepsilon=\Big[\frac1{\varepsilon_0}+q^2\Big(\frac1{k_0^2}-\frac{R^2}{6\varepsilon_0}\Big)+\frac{q^4R^4}{120\varepsilon_0}\Big]\Big[1-\frac{q^2}{k_0^2}+\frac{q^4}{k_0^4}\Big]+\dots=\frac1{\varepsilon_0}+aq^2+bq^4+\dots$$

$$a=\frac{\ell^2}{\varepsilon_0},\qquad \ell^2=\frac{\varepsilon_0-1}{k_0^2}-\frac{R^2}6,\qquad b=\frac{R^4}{120\varepsilon_0}-\frac a{k_0^2}.$$

The product $k_0^2\ell^2=\sinh x/x-1-x^2/6=x^4/120+\dots$ is a series of positive terms, so $\ell$ is real. Because $h(q)=4\pi(1/\varepsilon-1/\varepsilon_0)/q^2$, its value at $q=0$ is $\int h\,d^3r=4\pi a$. Because $\sin qr/qr\approx1-q^2r^2/6$, also $a=-\tfrac16\int r^2\rho_{\rm ind}\,d^3r$: $a$ is one sixth of the magnitude of the second moment of the screening cloud, and $\ell^2$ is this times $\varepsilon_0$, so $\ell$ is not itself the size of the cloud. For $\varepsilon_0\to1$, $\varepsilon_0-1\approx x^2/6$ and $k_0^2\ell^2\approx\tfrac3{10}(\varepsilon_0-1)^2$. For large $\varepsilon_0$, $R$ grows as a logarithm, $\ell\to\sqrt{\varepsilon_0}/k_0$, and $h\to e^{-k_0r}/r$ for $r\ll R$.

From here on this $\varepsilon(q)$ is used as a linear kernel, so the potentials of several charges add. That is an assumption beyond the one-charge construction above.

### (b) The image energy

Charging a linear medium slowly costs $\tfrac12\int\!\!\int\rho W\rho$. The lattice has Fourier coefficients $Qf(G)/\Omega$ at $\mathbf G=2\pi\mathbf n/L$, and the background cancels $\mathbf G=0$. Per cell, and for one charge alone,

$$E_{\rm per}=\frac{Q^2}{2\Omega}\sum_{\mathbf G\ne0}f^2W,\qquad E_{\rm iso}=\frac{Q^2}2\int\!\frac{d^3q}{(2\pi)^3}f^2W=\frac{Q^2}\pi\int_0^\infty\!dq\,\frac{f^2}{\varepsilon}.$$

The tool is Poisson summation. For a function $F$ that is short-ranged in real space, $\sum_{\mathbf T}F(\mathbf r-\mathbf T)$ is periodic with Fourier coefficients $F(\mathbf G)/\Omega$. At $\mathbf r=0$ the $\mathbf T=0$ term is $\int F\,d^3q/(2\pi)^3$, so

$$\frac1\Omega\sum_{\mathbf G\ne0}F(G)-\int\!\frac{d^3q}{(2\pi)^3}F(q)=-\frac{F(q{=}0)}\Omega+\sum_{\mathbf T\ne0}F(T).\qquad(1)$$

Split $W=4\pi/(\varepsilon_0q^2)+h(q)$.

*Macroscopic part.* Let $D(\sigma)$ be the left side of (1) for $F=4\pi e^{-\sigma^2q^2}/q^2$. This $F$ is long-ranged, but $\partial F/\partial\sigma^2=-4\pi e^{-\sigma^2q^2}$ is not. Its real-space form is $-4\pi g$, with $g(r)=(4\pi\sigma^2)^{-3/2}e^{-r^2/4\sigma^2}$, and (1) gives $dD/d\sigma^2=4\pi/\Omega-4\pi\sum_{\mathbf T\ne0}g(T)$. Direct differentiation shows $\partial[\mathrm{erfc}(T/2\sigma)/T]/\partial\sigma^2=e^{-T^2/4\sigma^2}/(2\sqrt\pi\sigma^3)=4\pi g(T)$. Therefore $D-4\pi\sigma^2/\Omega+\sum\mathrm{erfc}(T/2\sigma)/T$ does not depend on $\sigma$. With $L$ the one length left, it equals $-\alpha/L$ for a pure number $\alpha$:

$$D(\sigma)=-\frac\alpha L+\frac{4\pi\sigma^2}\Omega-\sum_{\mathbf T\ne0}\frac{\mathrm{erfc}(T/2\sigma)}T .$$

Read as an equation for $\alpha$, with $\int F\,d^3q/(2\pi)^3=1/(\sigma\sqrt\pi)$, this is the Ewald formula. It gives $\alpha=2.837297$; an independent plane-by-plane evaluation agrees within $10^{-11}$.

*Dispersive part.* Here $F=f^2h$ has $F(0)=4\pi a$, and in real space it is the convolution $h_\sigma=h*g$. Equation (1) applies directly. Adding the two parts with the prefactor $Q^2/2$,

$$\Delta E=-\frac{\alpha Q^2}{2\varepsilon_0L}-\frac{2\pi Q^2(\ell^2-\sigma^2)}{\varepsilon_0L^3}+\frac{Q^2}2\sum_{\mathbf T\ne0}\Big[h_\sigma(T)-\frac{\mathrm{erfc}(T/2\sigma)}{\varepsilon_0T}\Big].\qquad(2)$$

The first correction to the Madelung term is of order $L^{-3}$, and no $L^{-2}$ term occurs. The coefficient $b$ does not enter, since (1) needs $F$ at $q=0$ and no derivative of it; for isotropic $\varepsilon(q)$ no further power of $1/L$ appears as long as $h(r)$ falls faster than any power of $r$. For a point charge $E_{\rm per}$ and $E_{\rm iso}$ both diverge, but (2) has a finite limit. In the Resta model its remainder $\tfrac12Q^2\sum h(T)$ is then exactly zero for $L\ge R$, because every image lies outside the screening sphere, and positive for $L<R$.

The $L^{-3}$ term is an energy of the background. Through $h$, the charge interacts with the background density $-Q/\Omega$ with energy $-Q^2\int h\,d^3r/\Omega=-4\pi aQ^2/\Omega$, and the background with itself with $+\tfrac12\,4\pi aQ^2/\Omega$ per cell. The sum is $-2\pi aQ^2/\Omega$, the $\ell^2$ term of (2). It presumes that the compensating charge is uniform and interacts through the same $W$. The $\sigma^2$ term, $2\pi Q^2\langle r^2\rangle/(3\varepsilon_0L^3)$, is of the Makov–Payne second-moment type and has the opposite sign; the two cancel at $\sigma=\ell$. As $\varepsilon_0\to\infty$ the Madelung term vanishes while $a\to1/k_0^2$ stays finite, so the $L^{-3}$ term becomes the leading power.

Equation (2) without its remainder was tested against the direct $\mathbf G$ sum and radial integral for $\sigma=1$ bohr ($L=16$ to $40$ bohr), $\sigma=0.25$ bohr ($L=7$ to $12$ bohr) and $\sigma=3$ bohr ($L=45$ bohr), and for the cancellation $\sigma=\ell$ at $L=36$ bohr. All agree within $10^{-11}$ Ha. The logarithmic slope of $\Delta E$ minus the Madelung term between $L=16$ and $40$ bohr is $-3$ within $10^{-6}$.

### (c) The cell size

The error made by using $\varepsilon_0$ for $\varepsilon(q)$, at fixed $\sigma$ and for $L$ large enough that the remainder $\tfrac12Q^2\sum h_\sigma(T)$ of (2) is negligible, is the dispersion term $-2\pi aQ^2/L^3$. Relative to the Madelung term,

$$\eta=\frac{2\pi\ell^2/(\varepsilon_0L^3)}{\alpha/(2\varepsilon_0L)}=\frac{4\pi\ell^2}{\alpha L^2},\qquad L^*(\eta)=\ell\sqrt{\frac{4\pi}{\alpha\eta}} .$$

The failure is gradual: there is no sharp size, but a size for each tolerance, independent of $Q$. For an absolute tolerance $\delta$ the size is $L_\delta=(2\pi aQ^2/\delta)^{1/3}$, which grows as $|Q|^{2/3}$.

For $r_s=2$ bohr, $k_F=0.9596$ bohr$^{-1}$ and $k_0=\sqrt{4\times0.9596/\pi}=1.1053$ bohr$^{-1}$. The root of $\sinh x/x=10$ is $x=4.4999$, so $R=4.0711$ bohr. Then $\ell^2=7.3663-2.7623=4.604$ bohr$^2$, $\ell=2.146$ bohr, $a=0.4604$ bohr$^2$ and $b=-0.1479$ bohr$^4$. The induced charge integrates to $-0.9=-(1-1/\varepsilon_0)$, and its second moment, $-2.7624$ bohr$^2$, gives $a=2.7624/6=0.4604$ bohr$^2$ again.

At $L=20$ bohr and $\sigma=1$ bohr the three terms are

- Madelung: $-2.837297/(2\times10\times20)=-7.09324\times10^{-3}$ Ha $=-193$ meV,
- dispersion: $-2\pi\times0.46041/8000=-3.6160\times10^{-4}$ Ha $=-9.8$ meV,
- shape: $+2\pi\times1/(10\times8000)=+7.854\times10^{-5}$ Ha.

Their sum is $-7.37631\times10^{-3}$ Ha. The direct evaluation gives $0.065243951-0.072620257=-0.007376306$ Ha. These digits check the algebra; they say nothing of the accuracy of the model. The ratio is $\eta=3.616/70.93=0.051$. For $\delta=10$ meV $=3.675\times10^{-4}$ Ha, $L_\delta=(2\pi\times0.4604/3.675\times10^{-4})^{1/3}=19.9$ bohr $=10.5$ Å.

*Dependence on the model.* A single-pole interpolation with the same $\varepsilon_0$ and $k_0$ is $\varepsilon=1+1/d$, $d=1/(\varepsilon_0-1)+q^2/k_0^2$. Then $1/\varepsilon=1-1/(1+d)=1-k_0^2/(\kappa^2+q^2)$ with $\kappa^2=k_0^2\varepsilon_0/(\varepsilon_0-1)$. Since $1/\varepsilon_0=1-k_0^2/\kappa^2$, subtraction gives $h(q)=4\pi(1-1/\varepsilon_0)/(q^2+\kappa^2)$, so $a=(1-1/\varepsilon_0)/\kappa^2$ and $\ell^2=(\varepsilon_0-1)^2/(\varepsilon_0k_0^2)=6.630$ bohr$^2$, $\ell=2.575$ bohr.

| $\eta$ | $L^*$ Resta (bohr) | $L^*$ Resta (Å) | $L^*$ single pole (bohr) |
|---|---|---|---|
| 0.10 | 14.3 | 7.6 | 17.1 |
| 0.05 | 20.2 | 10.7 | 24.2 |
| 0.01 | 45.2 | 23.9 | 54.2 |

The Resta entries were tested by evaluating $\eta$ from direct sums at each $L^*$, with $\sigma=0.5$ bohr ($1$ bohr for $\eta=0.01$). They hold for a charge narrow enough that $h_\sigma(L^*)$ is negligible; for $\sigma$ of several bohr the remainder of (2) must be kept at the smaller sizes. These two models differ by the factor $2.575/2.146=1.20$, but they do not bound the answer. Take the Lindhard response of the same gas at an imaginary gap frequency $i\omega_g$. At small $q$ it gives $\varepsilon=1+(\omega_p^2/\omega_g^2)(1-\tfrac35k_F^2q^2/\omega_g^2)$, with $\omega_p^2=4\pi n=k_0^2k_F^2/3$ and $\omega_g^2=\omega_p^2/(\varepsilon_0-1)$. Then $\ell^2=\tfrac95(\varepsilon_0-1)^2/(\varepsilon_0k_0^2)=1.8\times6.630=11.9$ bohr$^2$ and $\ell=3.45$ bohr, a factor $1.6$ above the Resta value. The three models span 14 to 23 bohr for 10 % and 20 to 33 bohr for 5 %: $\varepsilon_0$ and $r_s$ fix the scale of $L^*$, and a firm value needs the actual $q^2$ coefficient of $1/\varepsilon$. At the same $k_0$, the Resta model gives

| $\varepsilon_0$ | $R$ (bohr) | $\ell$ (bohr) | $L^*(0.05)$ (bohr) |
|---|---|---|---|
| 5 | 3.24 | 1.24 | 11.6 |
| 10 | 4.07 | 2.15 | 20.2 |
| 20 | 4.86 | 3.41 | 32.1 |

In these three cases $L^*$ nearly triples while $R$ grows by half: the scale is set by $\ell$, not by the screening radius.

*Where the power law breaks.* At $L=R$ the two-term law is still complete for a point charge, yet $\eta=4\pi\times4.604/(2.837\times4.071^2)=1.2$. For $\varepsilon_0=10$ the macroscopic value is therefore useless well before the remainder switches on; for $\varepsilon_0$ near 1, $\eta(R)\approx4\pi x^2/(120\alpha)$ is small and this does not hold. At $L=3$ bohr and $\sigma=0.25$ bohr the Madelung term is $-0.0473$ Ha, the $L^{-3}$ term $-0.1057$ Ha, and the remainder $+0.00930$ Ha, both from the direct sum and from the real-space sum of $h_\sigma$ (tested to $10^{-10}$ Ha). For a point charge the six nearest images alone contribute, with $u=1.1053\times1.0711=1.184$ and $\sinh x=\varepsilon_0x=45.0$: $3(\sinh u-u)/(3\times45.0)=0.00659$ Ha. The smearing raises this because convolution with $g$ multiplies the transform by $e^{-\sigma^2q^2}$, so $h_\sigma\approx h+\sigma^2\nabla^2h$, and $\nabla^2h=k_0^2\sinh u/(r\sinh x)>0$; three times $\sigma^2\nabla^2h$ at $r=3$ bohr is $0.0025$ Ha, most of the gap of $0.0027$ Ha.

For the single pole, $h(r)=(1-1/\varepsilon_0)e^{-\kappa r}/r$ obeys $\nabla^2h=\kappa^2h$ away from the origin, so smearing multiplies it by $e^{\kappa^2\sigma^2}$ once $r-2\kappa\sigma^2\gg2\sigma$. For $\kappa\sigma$ above 1 the condition $r\gg\sigma$ is not enough: at $\sigma=3$ bohr and $r=15$ bohr the smeared value is only 6 % of $e^{\kappa^2\sigma^2}h$. The remainder $\tfrac12Q^2(1-1/\varepsilon_0)e^{\kappa^2\sigma^2}\sum e^{-\kappa T}/T$, with $\kappa=1.165$ bohr$^{-1}$ and $\sigma=0.25$ bohr, is $4.9\times10^{-4}$, $3.4\times10^{-5}$ and $2.1\times10^{-7}$ Ha at $L=6$, $8$ and $12$ bohr, in agreement with the direct sums within $10^{-11}$ Ha. The sharp end at $R$ is thus a property of the Resta model; here the decay is exponential.

*A tempting criterion.* One might ask that $\varepsilon$ at the smallest wave vector $G_1=2\pi/L$ be close to $\varepsilon_0$. To leading order $\varepsilon_0/\varepsilon(G_1)-1=4\pi^2\ell^2/L^2$, which exceeds $\eta$ by the factor $\pi\alpha=8.91$. At $L=20$ bohr, $G_1=0.3142$ bohr$^{-1}$ and $\varepsilon(G_1)=6.94$: the measure is $0.44$ while the energy error is $0.051$. By (1), the change of $W$ at $\mathbf G\ne0$ is matched by the same change in $E_{\rm iso}$, except for the one missing point $\mathbf G=0$. The computed factor is $8.912$ at $L=300$ bohr (tested against $\pi\alpha$ within $0.2$ %) and $8.64$ at $L=20$ bohr, where the next term multiplies it by $1+(b/a)G_1^2=1-0.321\times0.0987=0.968$.

### (d) The potential plateau

The potential in the cell, with zero mean, is $V(\mathbf r)=(Q/\Omega)\sum_{\mathbf G\ne0}fW\,e^{i\mathbf G\cdot\mathbf r}$. Subtract the same sum for a point charge in $\varepsilon_0$. The difference has the short-ranged kernel $F_1=fW-4\pi/(\varepsilon_0q^2)$, and $f\approx1-\sigma^2q^2/2$ gives $F_1(0)=4\pi(\ell^2-\sigma^2/2)/\varepsilon_0$. Poisson summation at general $\mathbf r$ gives $Q\sum_{\mathbf T}F_1(\mathbf r-\mathbf T)-QF_1(0)/\Omega$. Outside the range of $F_1$ around every charge a constant remains:

$$\Delta V=-\frac{4\pi Q\ell^2}{\varepsilon_0\Omega}+\frac{2\pi Q\sigma^2}{\varepsilon_0\Omega}.$$

Comparison with (2) shows that the shape part enters the energy as $Q\,\Delta V$ and the dispersion part as $Q\,\Delta V/2$. The energy is $\tfrac12f^2W$ and the potential $fW$: a change in $f$ occurs twice in the energy and cancels the $\tfrac12$, a change in $W$ occurs once. At $L=20$ bohr the dispersion plateau is $-7.232\times10^{-4}$ Ha/$e$ at both $(L/2,L/2,L/2)$ and $(L/2,0,0)$ measured from the charge, twice the energy term, and the shape plateau is $7.854\times10^{-5}$ Ha/$e$, equal to it; the weights $\tfrac12$ and $1$ were tested within $10^{-6}$. Subtracting the Madelung term and the full $Q\,\Delta V$ from $E_{\rm per}$ leaves $E_{\rm iso}+2\pi aQ^2/\Omega$: the dispersion error changes sign and keeps its size, 9.8 meV here. This holds for a rigid test charge in a linear medium with isotropic $\varepsilon(q)$ and short-ranged $h(r)$.

### (e) Cubic anisotropy

Assume $q^2\varepsilon(\mathbf q)$ can be expanded in polynomials of the components $q_i$. Odd orders are absent: the interaction of two charges is symmetric under their exchange, $W(\mathbf r)=W(-\mathbf r)$, so $\varepsilon(\mathbf q)=\varepsilon(-\mathbf q)$. Cubic symmetry allows $\varepsilon_0q^2$ at second order and both $q^4$ and $\sum q_i^4$ at fourth, so the $q^2$ term of $1/\varepsilon$ is $aq^2(1+\gamma K_4)$ with $K_4=\sum\hat q_i^4-\tfrac35$. As a model, take $h\to h(q)(1+\gamma K_4(\hat{\mathbf q}))$ at all $q$, with cell axes along the cube axes. This is a convenience that meets the assumption through fourth order only: at sixth order its $q^2\varepsilon$ contains $K_4^2q^6=(K_4q^4)^2/q^2$, which is not a polynomial, and at large $q$ it gives $1/\varepsilon\to1+\gamma K_4(1-1/\varepsilon_0)$, above 1 wherever $\gamma K_4>0$. The angular mean of $\hat q_i^4$ is $\int_0^1c^4dc=\tfrac15$, so $K_4$ averages to zero and $E_{\rm iso}$ is unchanged. The extra energy is

$$\Delta E_\gamma=\frac{\gamma Q^2}{2\Omega}\sum_{\mathbf G\ne0}K_4\,h(G)\,e^{-\sigma^2G^2}.$$

Now $K_4h$ has no single limit at $q=0$, and (1) does not apply. In real space it has an angle-dependent tail $\propto r^{-3}$, so the far potential varies over the cell at order $L^{-3}$ and the plateau of (d) is lost.

The polynomial $P=K_4n^4=\sum n_i^4-\tfrac35n^4$ is harmonic: $\nabla^2P=12n^2-\tfrac35\,20n^2=0$. Let $\theta(t)=\sum P(\mathbf n)e^{-\pi tn^2}$. The transform (kernel $e^{-2\pi i\mathbf k\cdot\mathbf r}$) of $Pe^{-\pi tr^2}$ is $(i/2\pi)^4P(\nabla_k)$ acting on $t^{-3/2}e^{-\pi k^2/t}$. Each derivative either brings down $-2\pi k_i/t$ or acts on such a factor and gives $\delta_{ij}$, which contracts two indices of $P$ and yields $\nabla^2P=0$. The transform is thus $t^{-11/2}P(\mathbf k)e^{-\pi k^2/t}$, and Poisson summation gives $\theta(t)=t^{-11/2}\theta(1/t)$. Since $P(0)=0$, $\theta$ is exponentially small at large $t$, and hence at small $t$.

Let $S(\tau)=\sum_{\mathbf n\ne0}K_4e^{-\tau n^2}$. Then $S''=\theta(\tau/\pi)$, and $S,S'\to0$ at large $\tau$, so $S=\int_\tau^\infty(\tau'-\tau)\,\theta(\tau'/\pi)\,d\tau'$. Moving the lower limit to zero costs a term of order $e^{-\pi^2/\tau}$ times powers:

$$S=Z_2-\tau Z_1,\quad -S'=Z_1,\qquad Z_s=\pi^s\!\int_0^\infty\!t^{s-1}\theta\,dt=\pi^s\!\int_1^\infty\!\big(t^{s-1}+t^{9/2-s}\big)\theta\,dt ,$$

for $s=1,2$; the last form follows from $t\to1/t$ on $(0,1)$. The values are $Z_2=1.1148$ and $Z_1=0.4511$.

Write $h(q)=4\pi(a+bq^2)+q^4m(q)$. In real space $\nabla^4m$ equals $h$ minus point terms at the origin that remove its zeroth and second moments. The Green function of $\nabla^4$ is $-r/8\pi$, and the average of $|\mathbf r-\mathbf r'|$ over the directions of $\mathbf r'$ is $r+r'^2/3r$ for $r'<r$, so $m(r)=0$ beyond $R$. The function $P(\mathbf q)\,m\,e^{-\sigma^2q^2}$ is then short-ranged, zero at $q=0$ and of zero integral, and by (1) it contributes to the remainder alone. The other two terms give $4\pi aS+4\pi b(2\pi/L)^2(-S')$ at $\tau=(2\pi\sigma/L)^2$:

$$\Delta E_\gamma=\frac{2\pi\gamma Q^2}{L^3}\Big[aZ_2+\Big(\frac{2\pi}L\Big)^2(b-a\sigma^2)Z_1\Big].$$

The leading correction stays at $L^{-3}$, with $a\to a(1-\gamma Z_2)$, and an $L^{-5}$ term appears. The orders follow from scaling: a part of $W$ homogeneous of degree $p$ in $\mathbf q$ gives a lattice constant times $\Omega^{-1}(2\pi/L)^p\propto L^{-3-p}$, here with $p=-2,0,2$. By (1) the constant is zero for a polynomial part with $p>0$, such as the isotropic $bq^2$ or $K_4q^4$. For $\gamma=0.3$, $L=20$ bohr and $\sigma=1$ bohr, the first term is $2\pi\times0.3\times0.4604\times1.1148/8000=1.209\times10^{-4}$ Ha and the second is $2\pi\times0.3\times0.0987\times(-0.1479-0.4604)\times0.4511/8000=-6.4\times10^{-6}$ Ha. The sum, $1.146\times10^{-4}$ Ha, equals the direct lattice sum (tested within $10^{-11}$ Ha for $L=16$ to $40$ bohr). The coefficient of the dispersion term is multiplied by $1-\gamma Z_2=0.666$, and $L^*$, to leading order, by $\sqrt{0.666}=0.82$. A spherical average of $\varepsilon(\mathbf q)$ misses this change. The $L^{-3}$ coefficient of $\Delta E_\gamma$ depends on $a$ and $\gamma$ alone. The $L^{-5}$ coefficient is specific to the model, because a crystal admits further angular functions at order $q^4$ in $1/\varepsilon$. The end of the series at $L^{-5}$ is also specific to the model: when $q^2\varepsilon$ has a polynomial expansion, inverting it gives powers of $K_4$, so the parts of $W$ with $p=4,6,\dots$ are in general not polynomials and add terms in $L^{-7},L^{-9},\dots$

### Conditions

Equation (2) needs linear response, a charge whose shape does not change with $L$, and a short-ranged $h(r)$. A defect state that spreads or polarizes in the field of its images changes $f$ with $L$, and local fields replace $W(q)$ by a matrix in reciprocal vectors; neither is treated here. The length $\ell$ describes electronic screening by valence electrons; if ions relax, both $\varepsilon_0$ and its dispersion must be found anew. The values for the Resta and single-pole models are listed in the numerical output that follows.

## Calculated quantities

```
inputs: eps0=10, rs=2 bohr, Q=1, L=20 bohr, sigma=1 bohr, gamma=0.3
kF = 0.9596 1/bohr, k0 = 1.1053 1/bohr
k0 R = 4.4999, R = 4.0711 bohr
(eps0-1)/k0^2 = 7.3663 bohr^2, R^2/6 = 2.7623 bohr^2
ell^2 = 4.6041 bohr^2, ell = 2.1457 bohr
a = 0.46041 bohr^2, b = -0.14793 bohr^4
induced charge = -0.9000 e, second moment = -2.7624 e bohr^2
alpha = 2.837297, pi*alpha = 8.9136
L=20: Madelung = -7.093244e-03 Ha = -193.02 meV
L=20: dispersion term = -3.616025e-04 Ha = -9.840 meV
L=20: shape term = 7.853982e-05 Ha
L=20: E_per = 0.065243951 Ha, E_iso = 0.072620257 Ha
L=20: dE direct = -0.007376306 Ha, formula = -0.007376306 Ha
L=20: dispersion/Madelung = 0.0510
L=20: G1 = 0.3142 1/bohr, eps(G1) = 6.9431, eps0/eps(G1)-1 = 0.4403
naive/true measure: 8.637 at L=20 bohr, 8.912 at L=300 bohr
log slope of dE-Madelung, L=16 to 40 bohr: -3.0000000
eta=0.10: L* = 14.28 bohr = 7.56 A; single pole 17.14 bohr
eta=0.05: L* = 20.19 bohr = 10.69 A; single pole 24.23 bohr
eta=0.01: L* = 45.16 bohr = 23.90 A; single pole 54.19 bohr
delta = 10 meV = 3.6749e-04 Ha: L = 19.89 bohr = 10.53 A
L=3, sigma=0.25: Madelung = -0.04729 Ha, L^-3 term = -0.10569 Ha
L=3: rest direct = 0.009298 Ha, real-space = 0.009298 Ha, point limit = 0.006591 Ha
single pole: ell^2 = 6.6297 bohr^2, ell = 2.5748 bohr, kappa = 1.1651 1/bohr
single pole rest, sigma=0.25: L=6: 4.885e-04 Ha, L=8: 3.390e-05 Ha, L=12: 2.084e-07 Ha
L=20 plateau: dispersion = -7.232050e-04 Ha/e (corner), -7.232050e-04 Ha/e (mid-edge)
L=20 plateau: shape = 7.853982e-05 Ha/e
energy/(Q dV): dispersion 0.500000, shape 1.000000
Z(2) = 1.114797, Z(1) = 0.451103, 1-gamma Z(2) = 0.6656
L=20 anisotropy: L^-3 part = 1.209340e-04 Ha, L^-5 part = -6.381615e-06 Ha
L=20 anisotropy direct = 1.145524e-04 Ha
eps0=5: R = 3.237 bohr, ell = 1.236 bohr, L*(0.05) = 11.63 bohr
eps0=10: R = 4.071 bohr, ell = 2.146 bohr, L*(0.05) = 20.19 bohr
eps0=20: R = 4.858 bohr, ell = 3.409 bohr, L*(0.05) = 32.08 bohr
```
